Electric-dipole emission from the quantized field and the hydrogen 2p rate

## First half: from one photon mode to a decay rate

### One pair of levels and one mode

Consider an atom with two states: an upper state i of energy E_i and a lower state f of energy E_f. It sits in a cavity that holds a single mode of light, of frequency ν. Hartree atomic units are used, so ħ = 1 and a frequency is also an energy. The atom starts in i with no photon present. It can go to f by putting one photon into the mode, so two joint states matter:

|i;0⟩ with energy E_i, and |f;1⟩ with energy E_f + ν.

Let g be the coupling matrix element between them. It can be made real by choosing the phase of |f;1⟩. With

ω = E_i − E_f, Δ = ν − ω,

write the state as

u(t) e^(−iE_i t) |i;0⟩ + v(t) e^(−i(E_f+ν)t) |f;1⟩.

The Schrödinger equation then leaves only the coupling, with the energy difference in its phase:

i du/dt = g e^(−iΔt) v

i dv/dt = g e^(iΔt) u.

At resonance, Δ = 0, differentiating the second equation gives d²v/dt² = −g²v. The starting values are u = 1 and v = 0, so

u = cos(gt), v = −i sin(gt).

The photon appears with probability sin²(gt) and is then taken back. One mode therefore gives no decay and no rate. At short times the probability is g²t², quadratic in t, whereas a constant rate would need a probability linear in t. The missing ingredient is a large number of modes.

### A mode off resonance

While the atom is still almost surely excited, u ≈ 1, and the second equation integrates directly:

v(t) = −ig ∫₀ᵗ e^(iΔs) ds = −g (e^(iΔt) − 1)/Δ.

Since |e^(iΔt) − 1|² = 2 − 2 cos(Δt) = 4 sin²(Δt/2),

|v(t)|² = g² sin²(Δt/2)/(Δ/2)².

For Δ → 0 this returns to g²t², the short-time form found above. For Δ ≠ 0 the probability never exceeds 4g²/Δ² in this approximation. A mode takes part appreciably only if its detuning is at most of order 1/t.

### Many modes

Now let there be modes j with frequencies ν_j and couplings g_j. To first order each is filled independently, and the probabilities add. If the modes lie densely, collect their couplings into a density G(ν), defined so that G(ν) dν is the sum of g_j² over the modes between ν and ν + dν. The probability that the atom has decayed is

P(t) = ∫ G(ν) sin²(Δt/2)/(Δ/2)² dν.

Put x = Δt/2. Then dν = 2dx/t and (Δ/2)² = x²/t², so

P(t) = 2t ∫ G(ω + 2x/t) (sin²x/x²) dx.

For large t the argument of G stays near ω wherever sin²x/x² is appreciable, and G(ω) can be taken outside. The remaining integral follows by parts, because the boundary term vanishes:

∫ sin²x/x² dx = ∫ (2 sin x cos x)/x dx = ∫ sin(2x)/x dx = ∫ (sin y)/y dy,

all from −∞ to ∞. To evaluate the last one, write 1/y = ∫₀^∞ e^(−ys) ds for y > 0:

∫₀^∞ (sin y)/y dy = ∫₀^∞ ds ∫₀^∞ e^(−ys) sin y dy = ∫₀^∞ ds/(1 + s²) = π/2.

The full line gives π, hence

P(t) = Γt, Γ = 2πG(ω).

This is the golden rule. Each single mode near resonance still grows as t², but the number of modes within the allowed detuning shrinks as 1/t. The product is linear.

Three conditions went into it. The modes must lie densely enough for the sum to act as an integral; for equally spaced modes with equal couplings this holds as long as the spacing is below 2π/t. G must vary little over a frequency range 1/t around ω; for a density that changes over a range of order ω this means t ≫ 1/ω. And P must be small, which means t ≪ 1/Γ. In the opposite limit of very short times sin²(Δt/2)/(Δ/2)² → t² for every mode, and P = t² ∫G dν. The decay starts quadratically and has no rate there.

### Beyond small probability

The last condition can be relaxed, so that the result covers many lifetimes. With many modes the two equations become

i du/dt = Σ_j g_j e^(−iΔ_j t) v_j, i dv_j/dt = g_j e^(iΔ_j t) u.

Integrate the second from v_j(0) = 0 and insert it into the first:

du/dt = −∫₀ᵗ K(t − s) u(s) ds, K(τ) = Σ_j g_j² e^(−iΔ_j τ).

Take G constant, equal to Γ/2π, over a band of half-width W around ω. Then

K(τ) = (Γ/2π) ∫ e^(−iΔτ) dΔ = (Γ/π) sin(Wτ)/τ,

where the integral runs from −W to W. If W ≫ Γ, this kernel is concentrated at times of order 1/W, during which u hardly changes. So u(s) may be replaced by u(t), and the integral of the kernel is

∫₀^∞ K(τ) dτ = (Γ/π)(π/2) = Γ/2.

It follows that

du/dt = −(Γ/2)u, |u(t)|² = e^(−Γt).

For Γt ≪ 1 this is 1 − Γt, in agreement with the golden rule. The exponential is not exact at all times. The kernel has a tail falling only as 1/τ, which comes from the band edges, and at very long times it leaves a survival probability that falls as 1/t². For a continuous band with W = 150Γ this tail overtakes the exponential at about 30 lifetimes, when the probability is near 10⁻¹³. If G is not symmetric about ω, the kernel also acquires an imaginary part, which shifts the level energy; that shift is left out here.

A finite model shows how well the argument works. Take one excited state and 1201 modes, spaced by Γ/4 and centred on resonance, so that W = 150Γ. Set each g_j² equal to Γ/2π times the spacing. Numerical diagonalization of this matrix gives survival probabilities 0.3686, 0.1353 and 0.0497 after one, two and three lifetimes 1/Γ. The exponential gives 0.3679, 0.1353 and 0.0498. With equally spaced modes the kernel repeats itself after a time 2π/(spacing) = 8π/Γ, about 25 lifetimes. The model can therefore represent free space only for times shorter than that.

### The strength of one photon

So far g has been a free parameter. It is fixed by the size of the field that belongs to one photon.

In Hartree units the electron mass, the elementary charge and 4πε₀ are also 1, and the speed of light is c = 1/α, with α the fine-structure constant. The fields are defined by **E** = −∂**A**/∂t and **B** = ∇×**A**, in the Coulomb gauge ∇·**A** = 0. Because ε₀ = 1/(4π), the field energy is

H_field = (1/8π) ∫ (E² + c²B²) d³r.

Let the field live in a cube of side L with periodic boundaries. One mode has a wave vector **k**, a real unit polarization vector **ε** perpendicular to **k**, and frequency ν = ck. Its classical vector potential is

**A** = A₀ **ε** (b e^(iφ) + b* e^(−iφ)), φ = **k·r** − νt,

where b is a dimensionless complex amplitude and A₀ is to be found. The electric field is

**E** = iνA₀ **ε** (b e^(iφ) − b* e^(−iφ)).

Its square contains terms in e^(±2iφ), which average to zero over the cube, and a constant term:

average of E² = 2ν²A₀²|b|².

The magnetic field has **k**×**ε** in place of **ε** and no factor ν. Since |**k**×**ε**| = k, the average of c²B² is 2c²k²A₀²|b|², which is the same number. Therefore

H_mode = (L³/8π) 4ν²A₀²|b|² = L³ν²A₀²|b|²/(2π).

Choose A₀ so that this equals ν|b|²:

A₀ = √(2π/(νL³)).

To see that |b|² then counts photons, absorb the factor e^(−iνt) into b, so that db/dt = −iνb, and split b into real and imaginary parts:

b = √(ν/2) q + i p_q/√(2ν).

The energy ν|b|² becomes (p_q² + ν²q²)/2, and db/dt = −iνb becomes dq/dt = p_q and dp_q/dt = −ν²q. These are Hamilton's equations of an oscillator with unit mass, so q and p_q are a canonical pair. Quantization sets [q, p_q] = i, and

[b, b†] = (1/2)(−i[q, p_q] + i[p_q, q]) = (1/2)(1 + 1) = 1.

The energy is ν(b†b + 1/2), and each photon adds ν.

Different modes do not mix in the energy. For wave vectors other than **k** and −**k** the cross terms average to zero over the cube. For the pair **k**, −**k** the cross terms of E² and c²B² do not depend on position and oscillate in time at 2ν; they have opposite signs and cancel, because (**k**×**ε**)·(−**k**×**ε**′) = −k² **ε**·**ε**′. The two polarizations of one **k** are perpendicular. The complete field operator is thus the sum

**A**(**r**) = Σ √(2π/(νL³)) **ε** (b e^(i**k·r**) + b† e^(−i**k·r**))

over all wave vectors and both polarizations. Creating one photon from the vacuum uses ⟨1|b†|0⟩ = 1. The creation term survives with no light present, and this is why an isolated excited atom radiates.

### The coupling of the electron

An electron of charge −1 has kinetic momentum **p** + **A**. Without spin, and with the nucleus fixed, the Hamiltonian is

H = (**p** + **A**)²/2 + U(r) + H_field,

where U is the potential energy in the atom. Expanding the square gives (**p·A** + **A·p**)/2 + A²/2. Acting on a wavefunction ψ,

**p·A** ψ = −i∇·(**A**ψ) = −i(∇·**A**)ψ + **A·p** ψ,

and the first term vanishes in the Coulomb gauge. The two orderings agree, and the interaction is **A·p** + A²/2. The second part contains two photon operators and changes the photon number by 0 or ±2. It has no matrix element between zero photons and one photon. The coupling for emission into a given mode is therefore

g = √(2π/(νL³)) ⟨f| e^(−i**k·r**) **ε·p** |i⟩,

up to the phase that was absorbed into the final state. As L grows, g falls as L^(−3/2): a single mode of a very large box has almost no effect on the atom.

### Counting modes

Periodicity requires **k** = 2π**n**/L with integer components of **n**. There is one allowed **k** per volume (2π/L)³, so the number in d³k is L³d³k/(2π)³. With k = ν/c,

L³ d³k/(2π)³ = L³ ν² dν dΩ/((2π)³c³),

where dΩ is the element of solid angle of the photon direction. As a trial of replacing points by volume, count the integer vectors with length strictly between 30 and 40. Direct enumeration finds 154650. The volume of the shell is (4π/3)(40³ − 30³) ≈ 154985, which differs by 0.2 %.

Multiplying the mode number by g² gives the coupling density

G(ν) = [L³ν²/((2π)³c³)] [2π/(νL³)] ∫ dΩ Σ_λ |⟨f| e^(−i**k·r**) **ε**_λ·**p** |i⟩|²,

where λ = 1, 2 labels the polarizations. The volume cancels, as it must for an atom in free space. The prefactor is ν/(4π²c³), and Γ = 2πG(ω) becomes

Γ = ω/(2πc³) ∫ dΩ Σ_λ |⟨f| e^(−i**k·r**) **ε**_λ·**p** |i⟩|², k = ω/c.

## Second half: the dipole formula and hydrogen

### What is carried over

An electron goes from state i to a lower state f and emits one photon. The transition frequency is ω = E_i − E_f, the photon has wave vector **k** of length ω/c in the direction of the unit vector **n**, and **ε**₁, **ε**₂ are its two real polarization vectors, perpendicular to **n** and to each other. The electron momentum is **p**. In Hartree units, with c = 1/α, the first half gave the decay rate

Γ = ω/(2πc³) ∫ dΩ Σ_λ |⟨f| e^(−i**k·r**) **ε**_λ·**p** |i⟩|²

for a spinless nonrelativistic electron, a fixed nucleus and weak coupling. It also gave the coupling density G(ν), with Γ = 2πG(ω), and the survival probability e^(−Γt).

### A small atom in a long wave

The simplest case is an atom so small that the photon phase is the same all over it. Then e^(−i**k·r**) can be replaced by 1. This is the electric-dipole approximation. For hydrogen 2p → 1s the frequency is 3/8 hartree, and

k = 0.375/137.036 = 0.00274 per bohr.

Over a distance of one bohr the phase changes by less than three thousandths of a radian. What this costs in the rate is worked out below.

The rate now contains **p**_fi = ⟨f|**p**|i⟩. To turn it into a position matrix element, use the atomic Hamiltonian H₀ = p²/2 + U(r). The potential commutes with **r**, and for each component [x, p_x²/2] = ip_x, so

[**r**, H₀] = i**p**.

Take the matrix element between f and i. On the left, H₀ acts on i to give E_i and on f to give E_f:

(E_i − E_f) **r**_fi = i**p**_fi, hence **p**_fi = −iω **r**_fi.

The derivation uses exact eigenstates of one Hamiltonian with a potential that depends on position alone. With approximate wavefunctions the two sides can differ.

Inserting it produces a factor ω²:

Γ = ω³/(2πc³) ∫ dΩ Σ_λ |**ε**_λ·**r**_fi|².

### Directions and polarizations

Start with a real **r**_fi along the z axis and a photon leaving at angle θ to it. One polarization vector can be chosen in the plane of **n** and z, and the other perpendicular to that plane. The first has a component of size sin θ along z, the second has none. The sum over polarizations is |**r**_fi|² sin²θ. Nothing is emitted along the axis, because a transverse field has no component there. With y = cos θ,

∫ sin²θ dΩ = 2π ∫ (1 − y²) dy = 2π(2 − 2/3) = 8π/3,

where y runs from −1 to 1.

For a general, possibly complex **r**_fi, note that **n**, **ε**₁ and **ε**₂ form an orthonormal set. Hence

Σ_λ |**ε**_λ·**r**_fi|² = |**r**_fi|² − |**n·r**_fi|².

The average over directions of the product of two components of **n** is zero if they differ, by reflection symmetry, and 1/3 if they are the same, since the three squares add to 1. The integral is therefore (4π − 4π/3)|**r**_fi|² = (8π/3)|**r**_fi|², as in the special case. The rate is

Γ = [ω³/(2πc³)] (8π/3) |**r**_fi|² = 4ω³|**r**_fi|²/(3c³).

Since 1/c = α in Hartree units,

Γ = (4/3) α³ ω³ |**r**_fi|².

### One power of α or three

The same result can also be written as (4/3) α ω³|**r**_fi|², and both forms are right in their own units. For an electron of charge −e the factor e²/(4πε₀) equals αħc. With all units restored, the rate is

Γ = [e²/(4πε₀)] 4ω³|**r**_fi|²/(3ħc³) = (4/3) α ω³ |**r**_fi|²/c².

In natural units, where ħ = c = 1, the last factor disappears and one power of α remains. In Hartree units 1/c² = α², which makes three. Putting Hartree numbers into the form with one power would give a rate too large by c², a factor of about 18779.

The factor ω³ has a clear origin. The density of modes gives ω², the squared vector potential A₀² of one photon gives 1/ω, and the conversion from momentum to position gives another ω². If f stands for several states of the same energy, their rates are added, because the final states can be distinguished.

### The hydrogen states

For hydrogen U = −1/r. The two wavefunctions needed are

ψ_1s = e^(−r)/√π

ψ_2p = N (**m·r**) e^(−r/2), N = 1/√(32π),

where **m** is a constant unit vector. **m** along z gives magnetic quantum number 0, and **m** = −(1, i, 0)/√2 gives +1.

These are eigenstates, as differentiation shows. For the first, ∇²e^(−r) = (1 − 2/r)e^(−r). The kinetic term then gives −1/2 + 1/r, the 1/r cancels against the potential, and the energy is −1/2. For the second, with h(r) = e^(−r/2),

∇²[(**m·r**)h] = (**m·r**)(h″ + 4h′/r) = (**m·r**)(1/4 − 2/r)h.

Again the 1/r terms cancel, and the energy is −1/8. So ω = −1/8 + 1/2 = 3/8. The normalization follows from the angular average of |**m·r**|², which is r²/3:

N² (4π/3) ∫₀^∞ r⁴e^(−r) dr = N² (4π/3)(24) = 32πN² = 1.

### The position matrix element

The product of the two exponentials is e^(−3r/2). The angular average of **r**(**m·r**) is **m**r²/3, so

**r**_fi = (N/√π) **m** (4π/3) ∫₀^∞ r⁴ e^(−3r/2) dr.

The radial integral is 24/(3/2)⁵ = 256/81, and N/√π = 1/(4√2 π). Therefore

**r**_fi = **m** (1/(4√2 π))(4π/3)(256/81) = **m** 256/(243√2)

|**r**_fi|² = 65536/(2 × 59049) = 2¹⁵/3¹⁰ = 0.554929 bohr².

The length of **m** is 1 for each magnetic state, so the three 2p states have the same rate. They differ in the direction and polarization of the light.

The momentum matrix element offers a direct trial of **p**_fi = −iω**r**_fi. Integrating by parts moves the gradient to the 1s function, where ∇e^(−r) = −(**r**/r)e^(−r):

**p**_fi = −i ∫ ψ_1s ∇ψ_2p d³r = i ∫ (∇ψ_1s) ψ_2p d³r = −i (N/√π) **m** (4π/3) ∫₀^∞ r³ e^(−3r/2) dr.

This radial integral is 6/(3/2)⁴ = 32/27. Its ratio to the one in **r**_fi is

(32/27)/(256/81) = 3/8,

which is ω, as required.

### The rate

All the ingredients are now powers of 2 and 3:

Γ = (4/3) α³ (3/8)³ (2¹⁵/3¹⁰) = α³ 2^(2−9+15) 3^(−1+3−10) = (2/3)⁸ α³.

With (2/3)⁸ = 0.039018 and α³ = 3.88594 × 10⁻⁷,

Γ = 1.5162 × 10⁻⁸ atomic units.

The atomic unit of time is 2.418884 × 10⁻¹⁷ s. Dividing by it gives

Γ = 6.268 × 10⁸ per second,

or 6.27 × 10⁸ per second to three digits. In this model 1s is the only level below 2p, since 2s has the same energy as 2p. The lifetime is therefore 1/Γ = 1.595 ns.

The ratio Γ/ω is 4.04 × 10⁻⁸. Between 1/ω and 1/Γ there are more than seven powers of ten, and in this wide range of times the golden rule applies. The atom makes millions of oscillations at the transition frequency before it is likely to have decayed.

The frequency and the matrix element can also be found without the known wavefunctions. Solving the radial equation by finite differences, with a step of 0.01 bohr out to 80 bohr, gives ω = 0.374987 hartree and |**r**_fi|² = 0.554967 bohr². The rate from these two numbers is 0.999966 of the closed form. The remaining differences are errors of the finite step: halving it gives 0.374997 hartree, 0.554938 bohr² and 0.999991, while extending the range to 120 bohr changes none of the digits shown.

### Restoring the photon phase

For this transition the integral with e^(−i**k·r**) can be done in full. Because **ε·k** = 0, the derivative **ε·∇** does not act on the phase, and integration by parts works as before:

⟨f| e^(−i**k·r**) **ε·p** |i⟩ = −i (N/√π) J

J = ∫ [(**ε·r**)(**m·r**)/r] e^(−κr) e^(−i**k·r**) d³r, κ = 3/2.

Start from the simpler integral without the two factors in the numerator. The angular integration gives 4π sin(kr)/(kr), so

∫ (e^(−κr)/r) e^(−i**k·r**) d³r = (4π/k) ∫₀^∞ sin(kr) e^(−κr) dr = 4π/(k² + κ²).

Each factor of **r** in the integrand can be produced by i times a derivative with respect to **k**. Two such factors give a minus sign:

J = −(**ε·∇**_k)(**m·∇**_k) 4π/(k² + κ²).

The first derivative is −8π(**m·k**)/(k² + κ²)². In the second, differentiating the denominator brings down **ε·k** = 0, and only the derivative of **m·k** remains:

J = 8π (**ε·m**)/(k² + κ²)².

The dependence on direction and polarization is still **ε·m**. Compared with k = 0, the amplitude is multiplied by (1 + k²/κ²)⁻² and the rate by

R = (1 + k²/κ²)⁻⁴.

For hydrogen k = 3α/8, so k/κ = α/4, and to leading order 1 − R = 4(α/4)² = α²/4 = 1.33 × 10⁻⁵. The dipole approximation thus overestimates this rate by about 13 parts in a million. This measures the quality of the approximation and does not improve the prediction, because spin and relativistic corrections of relative order α² have been left out. If k is made 100 times larger at fixed wavefunctions, the closed form gives R = 0.877252. Numerical quadrature of the matrix elements, with the photon directions and polarizations summed explicitly, gives the same six digits.

The phase factor also settles a point about the golden rule. In the dipole approximation G(ν) grows in proportion to ν. The modes far above resonance would then add to P(t) a term that does not grow with time but diverges logarithmically. With the phase restored, G(ν) is cut off near ν = cκ. Far from resonance sin²(Δt/2) averages to 1/2, and the leading logarithm of the extra term is

(Γ/πω) ln(cκ/ω) = (Γ/πω) ln(4/α).

The logarithm is about 6.3, which is not large enough to make the terms of order one unimportant. The modes near and below resonance and the gradual shape of the cutoff together lower it to about 4.4, so the extra probability is about 6 × 10⁻⁸. Its ratio to Γt is about 1.4/(ωt), which is small once ωt is much larger than 1.

### A moving nucleus

Let the nucleus have mass M and charge +1. In the dipole approximation both particles feel the same **A**, and the coupling is **A·**(**p**_e − **p**_n/M), with **p**_e and **p**_n the momenta of electron and nucleus. For an atom with no overall momentum **p**_e = **p** and **p**_n = −**p**, so the coupling is

**A·p**(1 + 1/M) = **A·p**/μ, 1/μ = 1 + 1/M.

The relative motion has kinetic energy p²/(2μ), and [**r**, H₀] = i**p**/μ. The matrix element of **p**/μ is therefore −iω**r**_fi, with **r** now the position of the electron relative to the nucleus. The rate formula keeps its form.

To see how its contents change, set **r** = **s**/μ:

−∇²/(2μ) − 1/r = μ(−∇_s²/2 − 1/s).

Frequencies are proportional to μ and lengths to 1/μ, so Γ is proportional to μ³μ⁻² = μ. The finite-difference solution with μ = 1/2 gives a rate 0.50001 times that for μ = 1 with a step of 0.01 bohr, and 0.500003 times with half that step. For hydrogen μ = 0.999456, and the rate becomes 6.265 × 10⁸ per second. The motion of the nucleus thus lowers the rate by 0.054 % of the fixed-nucleus value, from 6.268 to 6.265 × 10⁸ per second. The recoil energy of the whole atom is still left out.

### Larger nuclear charge and vanishing matrix elements

For one electron and a fixed nucleus of charge Z, the substitution **r** = **s**/Z multiplies the Hamiltonian by Z². Then ω is proportional to Z² and **r**_fi to 1/Z, and

Γ is proportional to Z⁶Z⁻² = Z⁴.

At the same time k = 3Z²α/8 and κ = 3Z/2, so k/κ = Zα/4. As long as Zα is small, the relative error of the dipole approximation grows as Z², and the formula loses accuracy as Zα ceases to be small.

The formula also says nothing useful when **r**_fi = 0. If both states are spherical, the integrand of **r**_fi is odd and the dipole rate vanishes. Here the photon phase does not help: the vector ⟨f|e^(−i**k·r**)**p**|i⟩ can point only along **k**, the one direction in the problem, and its product with **ε** is zero. The interaction **A·p** then gives no one-photon emission at first order. Whether and how fast such a state decays depends on terms that were dropped, among them spin and the emission of two photons.

Numbers in the example were calculated in double precision.
